# Cubic Spacing Law for Void Closure in Diffusion Bonding

Two machined metal faces pressed together in a vacuum furnace touch first at their ridges. After the ridges have flattened, the interface consists of bonded strips separated by voids. If the metal resists creep, the voids close by diffusion: the pressure drives atoms out of the bonded strips, along the grain boundary that the joint has become, and into the voids. A finer surface finish shortens this stage. The question is by how much, when every length of the interface shrinks in the same ratio.

## Setting and assumptions

A periodic array of voids lies on a flat interface. One cell has area \(L^2\), and \(L\) is called the spacing. A remote compressive pressure \(P\) acts normal to the interface. The local normal pressure on the bonded area is \(p\), positive in compression, and the grains approach at speed \(v>0\). The assumptions are these.

1. Matter moves along the interface, a boundary of width \(\delta\) and diffusivity \(D_b\). Lattice diffusion is negligible.
2. The grains are rigid and do not tilt, so \(v\) is uniform. Creep and elastic strain are negligible.
3. Atoms leave the grain faces and settle on the void surface without delay.
4. The voids are empty, and capillary stresses are small compared with \(P\).
5. The interfaces compared are scaled copies at the start, and they pass through the same sequence of scaled shapes as they close.
6. \(P\), the temperature \(T\) and the material are the same for all of them.

Assumption 5 does not follow from initial similarity. Matter that reaches a void is spread by surface diffusion, which capillarity drives, and this can introduce a further length. Lemma 2 shows what survives without this assumption for strip voids.

**The diffusion problem.** Inserting an atom of volume \(\Omega\) into the boundary pushes the grains apart against \(p\) and costs the work \(\Omega p\). Hence \(\mu=\mu_0+\Omega p\). The volume of matter crossing unit length of a line in the boundary per unit time is

\[
\mathbf q=-\frac{\delta D_b}{kT}\nabla\mu=-K\nabla p,\qquad K=\frac{\Omega\,\delta D_b}{kT}.
\]

As the grains approach, a volume \(v\) per unit area and time must leave each part of the bonded region \(B\), so \(\nabla\cdot\mathbf q=v\), or

\[
-K\nabla^2p=v\quad\text{in }B. \tag{1}
\]

An unstressed void surface has \(\mu=\mu_0\) when capillarity is neglected, so \(p=0\) at the void edges. On the cell boundary \(p\) is periodic. Since an empty void carries no load, equilibrium of a grain requires

\[
\int_B p\,dA=PL^2. \tag{2}
\]

## The cubic law

**Theorem.** Under assumptions 1–6 the closure time is

\[
t_c=C\,\frac{L^3}{KP}=C\,\frac{kT\,L^3}{\Omega\,\delta D_b\,P},
\]

where \(C\) depends on the scaled initial geometry and the scaled closure path, but not on \(L\).

**Proof.** Write positions as \(\mathbf x=L\mathbf X\) and set \(p=(vL^2/K)\,\phi(\mathbf X)\). Two derivatives in \(\mathbf x\) give a factor \(1/L^2\), so (1) becomes

\[
-\nabla_X^2\phi=1,\qquad \phi=0\ \text{at void edges}.
\]

This problem contains no physical length. Let \(S=\int\phi\,dA_X\) over the bonded part of the unit cell. Multiplying the equation by \(\phi\) and integrating by parts gives \(S=\int|\nabla_X\phi|^2dA_X>0\); the boundary terms vanish at the void edges and cancel across the periodic cell. Since \(dA=L^2dA_X\), the force balance (2) reads

\[
\frac{vL^2}{K}\,L^2S=PL^2
\quad\Longrightarrow\quad
v=\frac{KP}{L^2S}. \tag{3}
\]

Now enclose the cell in a box attached to the two grains far from the interface. The box loses volume at the rate \(vL^2\). The solid inside is moved but not lost, so the void volume \(V\) takes the whole change:

\[
\frac{dV}{dt}=-vL^2. \tag{4}
\]

With \(V=L^3\nu\), equations (3) and (4) give

\[
\frac{d\nu}{dt}=-\frac vL=-\frac{KP}{L^3S}. \tag{5}
\]

Thus \(\nu\) falls steadily and can label the stages of closure. By assumption 5, \(S\) is the same function of \(\nu\) for every member of the family. Integrating from \(\nu_0\) to zero,

\[
t_c=\frac{L^3}{KP}\int_0^{\nu_0}S(\nu)\,d\nu,\qquad C=\int_0^{\nu_0}S\,d\nu. \qquad\blacksquare
\]

Two powers of \(L\) come from diffusion under a fixed mean pressure. The third comes from the void volume per unit interface area, which sets how far the grains must approach.

**Remark on isolated voids.** The integral stays finite when voids shrink to points. Around a void of small scaled radius \(\epsilon\), the matter collected from the unit cell gives \(\phi\approx(2\pi)^{-1}\ln(R/\epsilon)\) at distance \(R\), so \(S\) grows like \(\ln(1/\epsilon)\). For a void of fixed proportions \(d\nu\) is proportional to \(\epsilon^2d\epsilon\), and the product is integrable.

The law was tested on a square array of square voids of fixed proportions, shrinking from one half to one sixth of the spacing in width. Equation (1) was solved on 96 by 96 points for one spacing and 144 by 144 points for twice that spacing. The ratio of the times gave an exponent of 3.0025. On equal scaled meshes the exponent would be 3 by construction, so the small difference reflects the change of mesh. The test checks the scaling of the equations, not the physical assumptions behind them.

## Strip voids

Let the voids be long parallel strips of period \(L\), covering a fraction \(f\) of the interface. A length \(L\) along the strips forms the cell, so \(\nu\) is the void's cross-sectional area divided by \(L^2\).

**Lemma 1.** For strips,

\[
S=\frac{(1-f)^3}{12},\qquad
v=\frac{12KP}{L^2(1-f)^3},\qquad
p_{\max}=\frac{3P}{2(1-f)}.
\]

**Proof.** The bonded ligament has half-width \(w=(1-f)L/2\). Let \(s\) be the distance from its centre. Symmetry gives \(p'(0)=0\), and \(p(w)=0\), so (1) integrates to

\[
p=\frac{v}{2K}(w^2-s^2).
\]

The force per unit strip length is

\[
\int_{-w}^{w}p\,ds=\frac{v}{2K}\left(2w^3-\frac{2w^3}{3}\right)=\frac{2vw^3}{3K}=PL. \tag{6}
\]

Hence \(v=3KPL/(2w^3)\). Inserting \(w^3=(1-f)^3L^3/8\) gives the stated speed, and comparison with (3) gives \(S\). At \(s=0\), \(p_{\max}=vw^2/(2K)=3PL/(4w)\), which is the stated peak because \(4w=2(1-f)L\). \(\blacksquare\)

Closure slows as bonding proceeds, because atoms leave a wider ligament over a longer path and under a lower mean pressure.

**Lemma 2 (bounds without a shape rule).** Drop the shared path of assumption 5, and require instead that \(f\) never exceeds its initial value \(f_0\). Then

\[
\frac{(1-f_0)^3\nu_0}{12}\,\frac{L^3}{KP}\le t_c\le\frac{\nu_0}{12}\,\frac{L^3}{KP}.
\]

**Proof.** Equation (5) holds for any history. Since \(0\le f\le f_0\), \(S\) lies between \((1-f_0)^3/12\) and \(1/12\) throughout. Integrating over \(\nu\) gives the result. \(\blacksquare\)

Even if the shape history changes with \(L\), the time therefore stays between two cubic curves. Between spacings \(L_1<L_2\), the mean logarithmic slope can differ from 3 by at most \(3\ln[1/(1-f_0)]/\ln(L_2/L_1)\). This restricts the exponent over a wide range of spacings, but only weakly over a single doubling.

## Two closure paths

A value of \(C\) requires a shape rule. In the first rule, edge filling, arriving matter fills the gap over its full height at the void edge, while the open faces approach rigidly.

**Lemma 3.** Let \(\xi=2|x|/L\) measure distance from the void centre, and let the initial gap be \(L\,h(\xi)\), with \(h\) decreasing to zero at \(\xi=f_0\). Edge filling gives

\[
C=\frac1{12}\int_0^{f_0}h(\xi)\left(1-3\xi+\tfrac32\xi^2\right)d\xi. \tag{7}
\]

**Proof.** Let \(LU\) be the approach so far. The void edge is at \(\xi=f\), and the open gap is \(L(h-U)\). Because \(dx=L\,d\xi/2\) and the void has two halves, the scaled void area is

\[
\nu=\int_0^f h\,d\xi-fU,\qquad \nu_0=\int_0^{f_0}h\,d\xi.
\]

Equation (5) gives \(-d\nu=dU\), so \(\nu_0-\nu=U\), which becomes

\[
U(1-f)=G(f),\qquad G(f)=\int_f^{f_0}h\,d\xi. \tag{8}
\]

The faces must not touch before the edge reaches them. The smallest open gap is at the edge, with scaled height \(Y=h(f)-U\). Differentiating (8) gives \((1-f)U'=U-h=-Y\), hence

\[
\frac{d}{df}\big[(1-f)Y\big]=(1-f)(h'-U')-Y=(1-f)h'.
\]

Since \(Y(f_0)=0\), integration yields \((1-f)Y=\int_f^{f_0}(1-\xi)|h'|\,d\xi>0\) for \(f<f_0\). The gap stays open, and \(U'<0\) means that \(f\) falls as the grains approach.

The constant is \(C=\frac1{12}\int(1-f)^3dU\). Integrating by parts along the path from \(f=f_0\), \(U=0\) to \(f=0\), \(U=G(0)\),

\[
\int(1-f)^3dU=G(0)+3\int_{f_0}^{0}(1-f)^2U\,df
=G(0)-3\int_0^{f_0}(1-f)G\,df,
\]

where (8) was used in the last step. Exchanging the order of integration,

\[
\int_0^{f_0}(1-f)\int_f^{f_0}h(\xi)\,d\xi\,df
=\int_0^{f_0}h(\xi)\left(\xi-\tfrac12\xi^2\right)d\xi.
\]

With \(G(0)=\int_0^{f_0}h\,d\xi\), this gives (7). \(\blacksquare\)

For a parabolic gap \(h=\eta(1-\xi^2/f_0^2)\), where \(\eta\) is the peak gap divided by \(L\), the required integrals are

\[
\int_0^{f_0}\xi^n\left(1-\frac{\xi^2}{f_0^2}\right)d\xi=\frac{2f_0^{\,n+1}}{(n+1)(n+3)},
\]

that is, \(2f_0/3\), \(f_0^2/4\) and \(2f_0^3/15\) for \(n=0,1,2\). Therefore

\[
\nu_0=\frac{2\eta f_0}{3},\qquad
C=\frac{\eta f_0}{12}\left(\frac23-\frac{3f_0}{4}+\frac{f_0^2}{5}\right). \tag{9}
\]

**Remark on similarity.** \(C\) is proportional to \(\eta\). If the spacing shrinks while the peak gap \(H=\eta L\) and \(f_0\) stay fixed, then \(t_c\propto HL^2\). The cube requires the void height to shrink with the spacing.

**Second rule.** Suppose instead that the void keeps its proportions, so \(\nu=gf^2\) with \(g=\nu_0/f_0^2\). Then \(d\nu=2gf\,df\), and

\[
C=\frac g6\int_0^{f_0}f(1-f)^3df
=\frac g6\left(\frac{f_0^2}{2}-f_0^3+\frac{3f_0^4}{4}-\frac{f_0^5}{5}\right). \tag{10}
\]

For \(f_0=1/2\) and the parabolic gap, this path is faster. To see why, put \(z=f/f_0\). Edge filling has \(G/\nu_0=(1-z)^2(2+z)/2\), so its lost area fraction is

\[
1-\frac{\nu}{\nu_0}=\frac{(1-z)^2(2+z)}{2(1-z/2)}.
\]

At the same \(f\), a void of fixed proportions has lost \(1-z^2\). The first loss is smaller for \(0<z<1\), because after division by \(1-z\) and multiplication by \(2-z\) the comparison is \(2-z-z^2<2+z-z^2\). At equal remaining area, the edge-filled void is therefore narrower, its ligament is wider and its closure is slower.

## Where the cube fails

**Capillarity.** Let the void edge be a semicircle of diameter \(y\) that meets the boundary at about a right angle, with surface energy \(\gamma\). Its curvature lowers the chemical potential, so the edge pressure is \(-2\gamma/y\) instead of zero. The surfaces of the void also pull the grains together with force \(2\gamma\) per unit strip length. Equation (6) becomes

\[
-\frac{2\gamma}{y}\,2w+\frac{2vw^3}{3K}=PL+2\gamma.
\]

With \(2w=(1-f)L\), \(P\) is thus replaced by

\[
P+\frac{2\gamma}{L}+\frac{2\gamma}{y}(1-f). \tag{11}
\]

For a round void of radius \(r\), with \(y=2r\) and \(f=2r/L\), the added terms sum to \(\gamma/r\). This agrees with the surface energy released per unit void area, \(d(2\pi r\gamma)/d(\pi r^2)\).

In scaled shapes the added pressure is proportional to \(\gamma/L\). With \(P=0\), the time therefore varies as \(L^3/(\gamma/L)\), or \(L^4\). The cubic law needs \(P\) to dominate (11) over most of the closure time. This is a condition on the void height as well as on the spacing: \(y\) must be large compared with \(2\gamma/P\), which is 0.1 µm for \(\gamma=2\) J/m² and \(P=40\) MPa. It fails briefly at any spacing at the start of edge filling, where \(y=0\), and at the end of closure for a void of fixed proportions.

**Other transport.** A lattice path of depth proportional to \(L\) replaces \(\delta D_b\) by a quantity proportional to \(D_lL\), where \(D_l\) is the lattice diffusivity. When it dominates, \(t_c\propto L^2\). Creep whose rate depends on stress alone gives scaled copies the same strain rates at equal \(P\), hence a time independent of \(L\). Both mechanisms gain on boundary diffusion as the spacing grows, so the cubic regime is a window bounded on both sides.

**Trapped gas.** Gas at pressure \(p_g\) raises the edge pressure to \(p_g\) and carries the load \(p_gfL\). The balance \(p_g(1-f)L+2vw^3/(3K)=PL-p_gfL\) replaces \(P\) by \(P-p_g\). If the gas cannot escape or dissolve, \(p_g\) rises as the void shrinks and closure stops at \(p_g=P\), capillarity aside.

## A nickel-base superalloy joint

Consider a cast, creep-resistant nickel-base superalloy bonded in vacuum at 1050 °C and 40 MPa. The spacing is 10 µm, half the interface is open, and the peak gap is 2.5 µm, so \(f_0=0.5\) and \(\eta=0.25\). This is a steep gap, chosen for illustration: if the two faces are symmetric, each slopes at 45° at the void edge. Machined ridges are usually much shallower. At fixed \(L\) and \(f_0\) the time in (9) falls in proportion to \(\eta\), but the capillary pressure \(2\gamma/y\) rises as \(1/\eta\) and assumption 4 soon fails. For \(\eta=0.025\) and \(\gamma=2\) J/m² it is 24 MPa near the end of closure; (11) then shortens the time by about a third and raises the exponent between 5 and 20 µm to about 3.4. Nickel-like values, assumed for this example, stand in for the alloy, with a third figure kept only so that the arithmetic can be followed: \(\Omega=1.09\times10^{-29}\) m³ and \(\delta D_b=1.01\times10^{-19}\) m³/s at this temperature. They give \(K=6.03\times10^{-29}\) m⁵/(N s), and

\[
\frac{L^3}{KP}=\frac{(10^{-5})^3}{(6.03\times10^{-29})(4\times10^7)}\ \text{s}=4.15\times10^5\ \text{s}.
\]

From (9),

\[
C=\frac{0.125}{12}(0.6667-0.3750+0.0500)=0.00356,
\]

so \(t_c=1477\) s, or about 25 min. A direct simulation that fills the gap in 1600 columns, with the pressure found numerically at each step, gives 1476.6 s against 1476.7 s from the formula.

At fixed \(P\), \(T\), \(f_0\) and \(\eta\), edge filling gives these times:

| Spacing | Pressure alone | With capillarity |
|---|---|---|
| 5 µm | 3.1 min | 2.7 min |
| 10 µm | 24.6 min | 23.1 min |
| 20 µm | 197 min | 191 min |

The last column uses (11) with a rough \(\gamma=2\) J/m². Capillarity shortens the time by 11, 6 and 3 per cent, relative to pressure alone, and raises the mean exponent over this range to 3.06. It is an estimate. The edge is not a semicircle of diameter \(y\) at the start, where the faces slope at 45°, or at the end, where the void is a slit taller than it is wide, and (11) omits the energy of the new boundary. An energy balance for a flat void wall with an assumed boundary energy of 0.8 J/m² gives 7, 4 and 2 per cent and an exponent of 3.04 instead.

The shape rule matters more. A void that keeps its proportions closes in 16 min, and Lemma 2 bounds the time between 6 and 48 min. Edge filling is itself uncertain here. Half the arriving flux \(vw\) must spread over each half of the wall. If it settles evenly and the surface has the same conductance \(K\) as the boundary, the pressure-equivalent drop along the wall is

\[
\int_0^{y/2}\frac{vw}{2K}\left(1-\frac{2z}{y}\right)dz=\frac{vwy}{8K}.
\]

Relative to the mean ligament pressure \(vw^2/(3K)\) this is \(3y/(8w)\). Near the end \(y=1.67\) µm and \(w=5\) µm, so the drop is 12.5 per cent of \(P\), or 5 MPa. Surface diffusion along the wall is driven by differences of curvature, whose pressure scale \(2\gamma/y\) is then 2.4 MPa, too small to make even filling a safe assumption. The cube for a single shape path is therefore an idealization for this joint. The cubic bounds need no such path, but they still assume zero pressure at the void edge. If surface diffusion is slow, the edge pressure rises and closure can take longer than the upper bound.

The other neglected effects are smaller for these inputs. The ratio \(D_lw/(\delta D_b)\), a scale estimate of lattice transport relative to boundary transport, rises from 3 to 6 per cent. A creep rate of \(10^{-6}\) s⁻¹, a rough value assumed to hold at the stresses in the ligaments, gives a strain of 0.0015 during closure. This is small beside the total approach of the grains, which is 0.083 of the spacing. The elastic displacement \(PL/E\), with a rough Young modulus \(E=140\) GPa, is 3 nm, against a total approach of 833 nm.

The computed time follows from the assumed inputs and is not a prediction for a particular alloy. The ligaments initially carry 80 MPa on average and 120 MPa at their centres, so a softer alloy could creep enough to invalidate the model. Real faces also have oxide films and a spread of spacings, which the model omits, and precipitates at the boundary can slow the release of atoms that assumption 3 takes to be immediate. If the representative spacing were 20 µm instead of 10 µm, with the scaled shape unchanged, the time under pressure alone would be eight times as long. An error in \(\delta D_b\) enters inversely: half the assumed value doubles the time. The numerical output lists the remaining inputs and intermediate values.

## Numbers as computed

```
temperature: 1050 C = 1323.15 K
applied pressure P: 40 MPa
void spacing L: 10 um; initial open fraction f0: 0.50
initial peak gap: 2.50 um; eta: 0.25
atomic volume (rough): 1.09e-29 m^3
boundary prefactor (rough): 3.5e-15 m^3/s
boundary activation energy (rough): 115 kJ/mol
lattice prefactor (rough): 1.9e-04 m^2/s
lattice activation energy (rough): 284 kJ/mol
surface energy (rough): 2.0 J/m^2
delta*D_b: 1.010e-19 m^3/s
lattice diffusivity: 1.168e-15 m^2/s
K: 6.025e-29 m^5/(N s)
L^3/(K P): 4.149e+05 s
scaled void area nu0: 0.08333
C, edge filling: 0.003559
closure time, formula: 1476.7 s = 24.61 min
closure time, simulation: 1476.6 s
simulation shift, 800 to 1600 columns: 0.0000 %
L = 5 um: 3.08 min; with capillarity 2.73 min (-11.4 %)
L = 10 um: 24.61 min; with capillarity 23.12 min (-6.1 %)
L = 20 um: 196.89 min; with capillarity 190.71 min (-3.1 %)
exponent, pressure alone, strips: 3.0000
exponent, pressure alone, square array: 3.0025
exponent, capillarity alone: 4.0000
exponent, both, 5 to 20 um: 3.064
C, proportions kept: 0.002257; time 15.61 min
bounds for any shape history: 6.00 to 48.02 min
approach speed at start: 2.314 nm/s
approach speed at end: 0.289 nm/s
total approach: 0.833 um; gap at last closure: 1.667 um
mean ligament pressure at start: 80 MPa
peak ligament pressure at start: 120 MPa
capillary driving pressure near end: 2.80 MPa
lattice/boundary conductance, start: 2.9 %
lattice/boundary conductance, end: 5.8 %
creep rate (rough, set high): 1e-06 1/s
creep strain during closure: 1.48e-03
needed closure strain, peak gap/spacing: 0.25
Young modulus (rough): 140 GPa
elastic displacement P L/E: 2.86 nm
wall potential drop near end, equal conductances: 12.5 % of P
```
